# Half-spaced triplet resonance lines of two exchange-coupled phosphorus donors

## Symmetry fixes the form

Consider two identical phosphorus donors, each with one electron spin 1/2 and one nuclear spin 1/2. Exchange separates the electron pair into a triplet and a singlet. If the hyperfine coupling \(A\) is weak, its leading effect inside the triplet is linear in \(A\). It must also be unchanged by a common rotation of all spins and by interchange of the donors. Let \(\mathbf S=\mathbf S_1+\mathbf S_2\) be the total electron spin. Each \(\mathbf S_i\) is a vector operator, so its projection on the spin-1 states is proportional to \(\mathbf S\). The triplet is even under exchange of the electron spins, so both projections have the same factor \(c\), and the hyperfine energy has the form

\[
H_{\rm hf}^{T}=c\,A\,\mathbf S\cdot(\mathbf I_1+\mathbf I_2).
\]

Adding the two projections must return \(\mathbf S\), hence \(2c=1\) and \(c=1/2\). Each nucleus sees half of the total electron spin. The following sections turn this factor into line positions and weights, and find when they hold.

## Model and isolated donor

All energies are divided by Planck's constant \(h\) and are therefore frequencies. Spin operators are dimensionless. The field \(B\) is along \(z\), and

\[
H=w(S_{1z}+S_{2z})+J\,\mathbf S_1\cdot\mathbf S_2
+A(\mathbf S_1\cdot\mathbf I_1+\mathbf S_2\cdot\mathbf I_2),
\qquad w=\frac{g\mu_BB}{h}.
\]

Since \(\mathbf S_1\cdot\mathbf S_2=\tfrac12(\mathbf S^2-\tfrac32)\), the exchange energy is \(J/4\) in the triplet and \(-3J/4\) in the singlet. Thus \(J\) is the triplet energy minus the singlet energy. The nuclear Zeeman energy, the electron dipole coupling and orbital overlap are omitted here and sized below.

The reference splitting comes from one donor, \(H_1=wS_z+A\,\mathbf S\cdot\mathbf I\). Write electron states as \(\uparrow,\downarrow\) and nuclear states as \(\Uparrow,\Downarrow\). The stretched states have energies

\[
E_{\uparrow\Uparrow}=\frac w2+\frac A4,\qquad
E_{\downarrow\Downarrow}=-\frac w2+\frac A4 .
\]

The states \(\uparrow\Downarrow\) and \(\downarrow\Uparrow\) have diagonal energies \(\pm w/2-A/4\). The term \(\tfrac A2(S_+I_-+S_-I_+)\) couples them with element \(A/2\), so

\[
E_\pm=-\frac A4\pm\frac12\sqrt{w^2+A^2}.
\]

The two strong microwave lines are \(E_{\uparrow\Uparrow}-E_-\) and \(E_+-E_{\downarrow\Downarrow}\), that is,

\[
\nu_\pm=\frac{w+\sqrt{w^2+A^2}}2\pm\frac A2 .
\]

Their separation is \(A\) at any fixed field in this model. Their common displacement from \(w\) is about \(A^2/(4w)\) for \(A\ll w\).

## From the pair to three lines

Define \(\mathbf s=\mathbf S_1-\mathbf S_2\), \(\mathbf K=\mathbf I_1+\mathbf I_2\) and \(\mathbf k=\mathbf I_1-\mathbf I_2\). Substituting \(\mathbf S_{1,2}=(\mathbf S\pm\mathbf s)/2\) and \(\mathbf I_{1,2}=(\mathbf K\pm\mathbf k)/2\) gives

\[
\begin{aligned}
\mathbf S_1\cdot\mathbf I_1+\mathbf S_2\cdot\mathbf I_2
&=\tfrac14[(\mathbf S+\mathbf s)\cdot(\mathbf K+\mathbf k)
+(\mathbf S-\mathbf s)\cdot(\mathbf K-\mathbf k)]\\
&=\tfrac12(\mathbf S\cdot\mathbf K+\mathbf s\cdot\mathbf k),
\end{aligned}
\]

because the cross terms cancel. The operator \(\mathbf s\) changes sign when the electron spins are exchanged. It has no matrix element between two triplet states, and it connects the triplet to the singlet. To first order in \(A\), the triplet Hamiltonian is therefore

\[
H_T=\frac J4+wS_z+\frac A2\,\mathbf S\cdot\mathbf K .
\]

Let \(m=1,0,-1\) be the electron projection, with states \(T_+,T_0,T_-\), and let \(M=m_1+m_2\) be the total nuclear projection. For \(w\gg A\), the transverse part of \(\mathbf S\cdot\mathbf K\) connects levels separated by about \(w\) and drops out at first order:

\[
E(m,M)=\frac J4+wm+\frac A2mM .
\]

The microwave field acts through \(S_x\), which changes \(m\) by one and leaves the nuclear state alone. Both electron transitions then have the frequency

\[
\nu_M=w+\frac A2M .
\]

The four nuclear states \(\Uparrow\Uparrow,\Uparrow\Downarrow,\Downarrow\Uparrow,\Downarrow\Downarrow\) have \(M=1,0,0,-1\). The lines are at \(w+A/2\), \(w\) and \(w-A/2\), with spacing \(A/2\). To this order the outer lines coincide with those of an isolated donor. The central line arises from opposite nuclear spins, whose effects on the shared triplet spin cancel.

Each transition has \(|\langle T_\pm|S_x|T_0\rangle|^2=1/2\). For \(kT\gg hA\) the four nuclear states are equally populated to leading order. Each contributes the same pair of electron transitions, so the weights are 1:2:1.

## Second order and the conditions on exchange

The nuclear pair also has a triplet, \(K=1\), and a singlet, \(K=0\). Set \(q=A^2/4\). Two couplings matter at second order.

First, \(\tfrac A4(S_+K_-+S_-K_+)\) connects neighbouring states with \(K=1\). Both spin-1 ladder elements are \(\sqrt2\), so the matrix element is \(A/2\).

Second, \(\tfrac A2\mathbf s\cdot\mathbf k\) connects an electron triplet to the electron singlet \(|S\rangle=(\uparrow\downarrow-\downarrow\uparrow)/\sqrt2\). Direct action gives

\[
s_z|S\rangle=|T_0\rangle,\quad
s_+|S\rangle=-\sqrt2|T_+\rangle,\quad
s_-|S\rangle=\sqrt2|T_-\rangle,
\]

and the same relations hold for \(\mathbf k\). With \(\mathbf s\cdot\mathbf k=s_zk_z+\tfrac12(s_+k_-+s_-k_+)\), each nonzero element again has magnitude \(A/2\). The total projection \(m+M\) is conserved, and interchange of the complete donors separates \(K=0\) from \(K=1\) in a given electron triplet level. The second-order shifts can therefore be added state by state.

Each shift is \(q\) divided by the initial energy minus the intermediate energy. Going up one triplet level gives \(-q/w\), going down gives \(q/w\), and coupling to the singlet gives \(q/(J+mw)\). For \(K=1\) the shifts \(\delta(m,M)\) are

\[
\begin{aligned}
\delta(1,1)&=0, & \delta(0,1)&=-q/w,\\
\delta(-1,1)&=-q/w+q/(J-w), & \delta(1,0)&=q/w,\\
\delta(0,0)&=q/J, & \delta(-1,0)&=-q/w,\\
\delta(1,-1)&=q/w+q/(J+w), & \delta(0,-1)&=q/w,\\
\delta(-1,-1)&=0.
\end{aligned}
\]

In \(\delta(0,0)\) the upward and downward terms cancel. For \(K=0\), the shift is \(q/(J+mw)\). Subtracting lower from upper energies gives the following frequencies relative to \(w\).

| \(K,M\) | \(T_+\) from \(T_0\) | \(T_0\) from \(T_-\) |
|---|---|---|
| 1, 1 | \(A/2+q/w\) | \(A/2-q/(J-w)\) |
| 1, 0 | \(q/w-q/J\) | \(q/w+q/J\) |
| 1, −1 | \(-A/2+q/(J+w)\) | \(-A/2+q/w\) |
| 0, 0 | \(q/(J+w)-q/J\) | \(q/J-q/(J-w)\) |

The denominators show why \(A\ll|J|\) is insufficient. The conditions are

\[
A\ll|J|,\qquad A\ll w,\qquad A\ll\bigl||J|-w\bigr| .
\]

The last keeps the singlet away from an outer triplet level: \(T_-\) for positive \(J\), \(T_+\) for negative \(J\).

Averaging the lines within each group gives the same distance from the centre to either side:

\[
\Delta=\frac A2-\frac q4\left(\frac1{J-w}+\frac1{J+w}\right)
=\frac A2-\frac{qJ}{2(J^2-w^2)} .
\]

The \(q/w\) terms shift all three group means by \(q/(2w)\) and cancel from the spacing.

## Worked example

The round parameters are \(g=2\), \(B=0.35\) T, \(A=120\) MHz and \(J=60\) GHz. Then \(J/A=500\) and \(w=9797.37\) MHz. The isolated donor has lines at \(-59.633\) and \(60.367\) MHz relative to \(w\), separated by 120.000 MHz, or 4.287 mT.

For the pair, \(q=120^2/4=3600\) MHz², so \(q/w=0.367\) MHz and \(q/J=0.060\) MHz. Diagonalizing all 16 levels gives an upper group at 60.367 and 59.925 MHz, a central group at 0.312, 0.423, −0.008 and −0.012 MHz, and a lower group at −59.947 and −59.633 MHz. The largest difference from the second-order table is 0.0045 MHz.

That difference can be traced. For \(K=1\), \(m=M=0\), including the first-order hyperfine energies in the denominators changes the cancelling pair to

\[
-\frac q{w-A/2}+\frac q{w+A/2}\simeq-\frac{qA}{w^2}=-0.0045\ {\rm MHz}.
\]

The mean spacing from diagonalization is 59.968 MHz on both sides. The formula gives \(60-0.031=59.969\) MHz. At the accuracy suited to these parameters, the result is 60 MHz, or 2.14 mT: half the single-donor splitting. The computed weights are 0.2500, 0.5000 and 0.2500.

The conversion to field uses \(\Delta B=h\Delta\nu/(g\mu_B)\). In a field sweep at fixed microwave frequency the order is reversed, because a line of higher frequency at fixed field is met at lower field. The small second-order shifts then vary slightly with the resonance field.

## Where the pattern changes

### Weak exchange in a high field

For \(w\gg |J|,A\), terms that change the electron projection can be dropped. Parallel nuclei still give \(w\pm A/2\). For antiparallel nuclei, \(T_0\) and \(S\) have energies \(J/4\) and \(-3J/4\) and coupling of magnitude \(A/2\). Their energies become

\[
E_{a,b}=-\frac J4\pm\frac12R,\qquad R=\sqrt{J^2+A^2}.
\]

Transitions to \(T_+\) and from \(T_-\) therefore lie at

\[
w+\frac{J\mp R}{2},\qquad w-\frac{J\mp R}{2}.
\]

For \(J>0\), the inner lines, with the minus sign before \(R\), carry the \(T_0\) fraction \(\tfrac12(1+J/R)\). The outer ones carry \(\tfrac12(1-J/R)\). At \(J=0\) all four lie at \(w\pm A/2\) with equal strength: the pair reverts to independent donors. The computed weights are then 0.5000, 0.0000 and 0.5000. For \(J\gg A\), the inner lines merge toward \(w\) with separation \(R-J\simeq A^2/(2J)\), while the others move to about \(w\pm J\) and fade as \(A^2/(4J^2)\).

With the same field and \(A\), setting \(J=10A\) gives \(A^2/(2J)=6.0\) MHz. Diagonalization gives 5.977 MHz for the \(K=1,M=0\) doublet. Whether this appears as one central line depends on the linewidth.

### Singlet crossing a triplet level

At \(J=w\), \(T_-\) and the singlet have equal energies before hyperfine coupling. For \(T_-,K=0\), the coupling \(A/2\) to \(S,K=1,M=-1\) creates equal mixtures shifted by \(\pm A/2\). One of the four central transitions is thus divided equally between the two outer positions.

The state \(T_-,K=1,M=1\), with first-order energy \(-A/2\), also mixes with \(S,K=0\), at zero relative energy. Their shifted energies are

\[
\epsilon_\pm=-\frac A4\pm\frac{\sqrt5}{4}A .
\]

The corresponding lines at \(w-\epsilon_\pm\) lie near \(w-0.31A\) and \(w+0.81A\), outside the three-line pattern. In units of one original transition, the lower, central and upper weights change from 2, 4, 2 to 2.5, 3, 1.5, with 1 stray unit. Dividing by eight gives 0.3125, 0.3750, 0.1875 and 0.1250, as found by diagonalization. As absorption weights these values assume \(kT\gg hw\); at 4 K they change by less than 0.01. Here \(J/A\) is about 82, yet the 1:2:1 pattern fails.

### Unequal donors

If the hyperfine couplings are \(A_1\) and \(A_2\), projection gives \(\tfrac12\mathbf S\cdot(A_1\mathbf I_1+A_2\mathbf I_2)\), and hence

\[
\nu=w+\tfrac12(A_1m_1+A_2m_2).
\]

The central line splits by \(|A_1-A_2|/2\). For 126 and 114 MHz this is 6 MHz; diagonalization gives 6.006 MHz with the other settings unchanged.

## Temperature and line strength

Integrated absorption is proportional to the lower-state population minus the upper-state population. Summed over the two triplet transitions, it is proportional to \(p_--p_+\), since \(p_0\) cancels. Let \(x=hw/kT\) and \(y=hJ/kT\). After the common factor \(e^{-y/4}\) is removed, the electron partition sum is \(1+2\cosh x+e^y\). At \(J=0\) it is \(2+2\cosh x\). The signal relative to an uncoupled pair is therefore

\[
r=\frac{2+2\cosh x}{1+2\cosh x+e^y},\qquad kT\gg hA .
\]

At 4 K, \(kT/h=83.35\) GHz, so \(x=0.118\), \(y=0.720\) and \(r=0.792\). The singlet is the lowest level only for \(J>w\). When \(h(J-w)\gg kT\), the term \(e^y\) dominates the partition sum and the signal falls as \(e^{-y}\) with increasing exchange, because the pair settles into the nonmagnetic singlet. The spacing does not disclose this loss.

If a fraction \(f\) of the donors forms such pairs and the rest are isolated, the central line holds the fraction

\[
F_0=\frac{fr/2}{1-f+fr}
\]

of the total signal. This assumes equal detection efficiency, no saturation and no larger clusters. The outer lines contain both populations, so their height alone does not measure the pair fraction.

## Effects left out of the spin model

**Nuclear Zeeman energy.** The microwave transition leaves the nuclei unchanged, so this energy cancels at leading order. A nuclear frequency of 6 MHz moves the lines by no more than about 0.0002 MHz in the example.

**Electron dipole coupling.** For donors a distance \(D\) apart along the field,

\[
H_d=d(\mathbf S_1\cdot\mathbf S_2-3S_{1z}S_{2z}),\qquad
d=\frac{\mu_0(g\mu_B)^2}{4\pi hD^3}.
\]

Its energy is \(d(1/4-3/4)=-d/2\) in \(T_\pm\) and \(d(1/4+3/4)=d\) in \(T_0\). The two electron transitions shift by \(-3d/2\) and \(+3d/2\). At 10 nm, \(d=0.052\) MHz and the shift is 0.078 MHz for point dipoles. Averaging over the extended orbitals of the next paragraph lowers it by about 6%, to 0.073 MHz.

**Orbital overlap.** Let \(a\) and \(b\) be real normalized donor orbitals with overlap \(\sigma\). The triplet has the antisymmetric orbital function \([a(1)b(2)-b(1)a(2)]/\sqrt{2(1-\sigma^2)}\). Integrating its square over one electron and counting both electrons gives

\[
\rho=\frac{a^2+b^2-2\sigma ab}{1-\sigma^2}.
\]

The contact coupling at a nucleus, and so the triplet spacing, is multiplied by \(\rho\) there divided by the isolated-donor density. For spherical hydrogenic orbitals of radius \(a_0\), set \(p=D/a_0\). With \(\xi\) the sum of the distances to the nuclei divided by \(D\), integration over the other two elliptic coordinates leaves

\[
\sigma=\frac{p^3}{2}\int_1^\infty\left(\xi^2-\frac13\right)e^{-p\xi}\,d\xi
=e^{-p}\left(1+p+\frac{p^2}{3}\right).
\]

For \(a_0=2\) nm and \(D=10\) nm, \(p=5\) and \(\sigma=0.0966\). The density factor is

\[
\frac{1+e^{-2p}-2\sigma e^{-p}}{1-\sigma^2}=1.008,
\]

which raises the spacing from 60 to about 60.5 MHz if the orbitals keep their isolated form. Orbital relaxation and electron correlation reduce this increase to about 0.4 MHz in the same hydrogenic model. Overlap still gives the largest of the three corrections in the example.

## Use for donors in silicon

The parameters lie in the rough regime of shallow phosphorus in silicon, where the isolated splitting is roughly 4 mT. A linewidth of a few tenths of a millitesla, a rough value for natural silicon, corresponds to several megahertz and would hide the second-order structure found at \(J=60\) GHz. Real donors depart from the spherical envelope through anisotropic mass and valley interference, which can change \(J\) strongly with atomic position. The overlap correction to the spacing is likewise a result for the hydrogenic envelope and indicates only an order of magnitude, since the contact density in silicon also depends on the central cell and the valley phases. The exchange used here is an independent input, not a prediction for 10 nm. If \(J\) falls to 1.2 GHz, the central doublet opens to about 6 MHz; if it approaches 9.8 GHz at this field, the weights change as shown above. Local fields or strain can also make the hyperfine couplings unequal, and a difference of 12 MHz splits the centre by 6 MHz. Either splitting is only 0.21 mT in field, so Gaussian components with a full width at half maximum of 0.3 mT merge into a single central line; at 0.25 mT or less two maxima remain. A central line at half spacing is therefore consistent with an exchange-coupled pair, but its position alone does not determine \(J\). The numerical output lists the line positions and weights of the worked example.

## Computed values

```
g factor: 2.0
magnetic field: 0.35 T
hyperfine coupling A: 120.0 MHz
exchange J: 60.0 GHz
ratio J/A: 500
electron Zeeman frequency w: 9797.37 MHz
single donor, lower line minus w: -59.633 MHz
single donor, upper line minus w: 60.367 MHz
single-donor splitting: 120.000 MHz
single-donor splitting as field: 4.287 mT
pair lines minus w, from diagonalization:
  K=1 M=+1 T+ from T0: 60.367 MHz
  K=1 M=+1 T0 from T-: 59.925 MHz
  K=1 M=+0 T+ from T0: 0.312 MHz
  K=1 M=+0 T0 from T-: 0.423 MHz
  K=1 M=-1 T+ from T0: -59.947 MHz
  K=1 M=-1 T0 from T-: -59.633 MHz
  K=0 M=+0 T+ from T0: -0.008 MHz
  K=0 M=+0 T0 from T-: -0.012 MHz
largest error of second-order formulas: 0.0045 MHz
mean spacing, centre to upper: 59.968 MHz
mean spacing, lower to centre: 59.968 MHz
first-order spacing A/2: 60.0 MHz
first-order spacing as field: 2.143 mT
weights lower, centre, upper at J = 60 GHz: 0.2500, 0.5000, 0.2500
weights lower, centre, upper at J = 0: 0.5000, 0.0000, 0.5000
weights lower, centre, upper at J = w: 0.3125, 0.3750, 0.1875
stray weight at J = w: 0.1250
K=1 M=0 doublet splitting at J = 10 A: 5.977 MHz
unequal couplings: A1: 126.0 MHz
unequal couplings: A2: 114.0 MHz
central splitting for A1, A2: 6.006 MHz
temperature: 4.0 K
kT/h: 83.35 GHz
signal relative to uncoupled pair: 0.792
nuclear Zeeman frequency: 6.0 MHz
largest line shift by nuclear Zeeman: 0.00023 MHz
donor separation: 10.0 nm
envelope radius: 2.0 nm
electron dipole coupling d: 0.0519 MHz
largest dipolar line shift: 0.0779 MHz
orbital overlap: 0.0966
density factor at a nucleus: 1.00815
spacing A/2 corrected for overlap: 60.49 MHz
```
